# Interaction of dilatation centres in a weakly anisotropic cubic crystal

**Q.** Two point defects in a cubic crystal each push their surroundings outward, equally along the three cube axes. You say that they interact at a distance through the elastic field. What do you take such a defect to be?

**A.** A set of forces on an infinite, linear elastic medium. Along each cube axis $i$, put a force $F$ at $+a/2$ pointing outward and an opposite force at $-a/2$. The force density along $i$ is

$$F\left[\delta(\mathbf r-\tfrac a2\mathbf e_i)-\delta(\mathbf r+\tfrac a2\mathbf e_i)\right]\;\to\;-P\,\partial_i\delta(\mathbf r),\qquad P=Fa,$$

when $a\to0$ at fixed $P$. This is a dilatation centre of strength $P$, which has the unit of energy. Positive $P$ pushes outward, negative $P$ pulls inward. I take the forces as fixed: they do not respond to strain, and the defect does not change the elastic moduli near it.

**Q.** Elastic energy is positive. How can two such centres attract?

**A.** The energy to be minimized also contains the potential energy of the fixed forces. With displacement $\mathbf u$, it is

$$W[\mathbf u]=\tfrac12\int C_{ijkl}\,\partial_ju_i\,\partial_lu_k\,d^3r-\int\mathbf f\cdot\mathbf u\,d^3r .$$

Repeated indices are summed here. At the minimum, $C_{ijkl}\partial_j\partial_lu_k+f_i=0$. Multiplying by $u_i$ and integrating by parts shows that the first integral, without its factor ½, equals $\int\mathbf f\cdot\mathbf u$. Hence $W=-\tfrac12\int\mathbf f\cdot\mathbf u$.

Now let $\mathbf f=\mathbf f_1+\mathbf f_2$ and $\mathbf u=\mathbf u_1+\mathbf u_2$. The two cross terms are equal, because the elastic response is symmetric, and they add up to the interaction energy. With centre 1 at the origin and centre 2 at $\mathbf r$,

$$E=-\int\mathbf f_2\cdot\mathbf u_1\,d^3r'
=P_2\int u_{1i}\,\partial'_i\delta(\mathbf r'-\mathbf r)\,d^3r'
=-P_2\,\nabla\cdot\mathbf u_1(\mathbf r).$$

The last sign comes from integration by parts. An outward-pushing centre lowers its energy where the other one has expanded the medium.

**Q.** Then I need the volume strain $\nabla\cdot\mathbf u_1$. In an isotropic medium I expect it to vanish away from the source. Does your formalism give that?

**A.** Write $u(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}u(\mathbf k)$ and $\mathbf k=k\mathbf n$. The force becomes $f_i(\mathbf k)=-iP_1k_i$, and equilibrium becomes

$$k^2\,\Gamma_{ik}(\mathbf n)\,u_k=-iP_1k\,n_i,\qquad \Gamma_{ik}(\mathbf n)=C_{ijkl}n_jn_l .$$

So $\mathbf u=-iP_1\Gamma^{-1}\mathbf n/k$. Since the divergence is $ik\,\mathbf n\cdot\mathbf u$,

$$E(\mathbf k)=-P_1P_2\,g(\mathbf n),\qquad g(\mathbf n)=\mathbf n\cdot\Gamma^{-1}(\mathbf n)\,\mathbf n .$$

All powers of $k$ have cancelled. For a cubic crystal with axes along $x,y,z$, define

$$d=C_{11}-C_{12}-2C_{44},\qquad M=C_{12}+2C_{44}.$$

The stiffness tensor is the isotropic one with Lamé constants $C_{12}$ and $C_{44}$, plus $d$ in the three components $C_{1111},C_{2222},C_{3333}$; indeed $M+d=C_{11}$. Contracting with $n_jn_l$ gives, without summation over $i$,

$$\Gamma_{ik}=C_{44}\delta_{ik}+(C_{12}+C_{44})\,n_in_k+d\,n_i^2\,\delta_{ik}.$$

For $d=0$, $\Gamma\mathbf n=M\mathbf n$, so $g=1/M$. A constant in $\mathbf k$ is a delta function in space: $E=-P_1P_2\,\delta(\mathbf r)/M$. At any separation $r>0$ there is no interaction. The displacement does not vanish there: by the flux of $\mathbf u_1$ through a sphere it is $P_1/(4\pi Mr^2)$, directed radially. It changes shapes but not volumes, and the second centre responds only to volume.

**Q.** Now switch on $d$. You will expand, but in what small quantity? I see $d/M$ and $d/C_{44}$.

**A.** The full $g$ settles that. Solve $\Gamma\mathbf v=\mathbf n$, so that $g=\mathbf n\cdot\mathbf v$. With $b=C_{12}+C_{44}$, each component reads

$$(C_{44}+d\,n_i^2)\,v_i+b\,n_i\,g=n_i
\quad\Rightarrow\quad v_i=\frac{n_i(1-bg)}{C_{44}+d\,n_i^2}.$$

Multiply by $n_i$ and sum:

$$g=S(1-bg)\;\Rightarrow\; g=\frac{S}{1+bS},\qquad S=\sum_i\frac{n_i^2}{C_{44}+d\,n_i^2}.$$

Let $s_4=\sum_in_i^4$ and $s_6=\sum_in_i^6$. The expansion of $S$ is

$$S=\frac1{C_{44}}-\frac{d\,s_4}{C_{44}^2}+\frac{d^2s_6}{C_{44}^3}+\dots$$

At $d=0$, $1+bS=M/C_{44}$. Therefore $dg/dS=(1+bS)^{-2}=C_{44}^2/M^2$, and half the second derivative is $-b\,C_{44}^3/M^3$. This gives

$$g=\frac1M-\frac{d\,s_4}{M^2}+\frac{d^2}{C_{44}M^2}\left(s_6-\frac bM s_4^2\right)+\dots$$

The second-order term is smaller than the first-order one by a factor of order $d/C_{44}$. Weak anisotropy thus means $|d|\ll C_{44}$. If $C_{44}$ is much smaller than $M$, a small $d/M$ is not enough.

**Q.** Why not put $C_{11}$ in place of $M$ in the first-order term?

**A.** You may. Since $C_{11}=M+d$, the replacement changes that term at order $d^2$, which is already neglected. I keep $M$ throughout so that the numbers have one definite meaning.

**Q.** You have a function of the direction of $\mathbf k$. Where does a fall-off with $r$ come from, and where a number such as 3/5?

**A.** The number separates the constant part of $s_4$ from the rest. The mean of $n_z^4$ over the sphere is $\tfrac12\int_{-1}^1t^4dt=1/5$, and the other two axes give the same, so $s_4$ has mean $3/5$. Define

$$K(\mathbf n)=n_x^4+n_y^4+n_z^4-\tfrac35 .$$

This is a pure harmonic of degree four. Indeed $\nabla^2(x^4+y^4+z^4)=12r^2$ and $\nabla^2r^4=20r^2$, so the polynomial $x^4+y^4+z^4-\tfrac35r^4$ has Laplacian $12r^2-12r^2=0$. To first order,

$$E(\mathbf k)=-P_1P_2\left(\frac1M-\frac{3d}{5M^2}\right)+\frac{P_1P_2\,d}{M^2}K(\mathbf n).$$

The bracket is constant and gives a contact term. The part at $r>0$ comes from $K(\mathbf n)$.

**Q.** But $K(\mathbf n)$ does not decay at large $k$. Its Fourier integral diverges.

**A.** It is a distribution, defined with a smooth cutoff that is removed at the end. Physically the cutoff smears the centres over a small size. Let $t=\mathbf n\cdot\hat{\mathbf r}$, and let $\varphi$ be the angle around $\hat{\mathbf r}$. For any $g(\mathbf n)$,

$$I(\mathbf r)=\frac1{8\pi^3}\int_{-1}^1dt\oint d\varphi\,g(\mathbf n)\int_0^\infty k^2e^{ikrt}\,dk .$$

Our functions satisfy $g(-\mathbf n)=g(\mathbf n)$, so the half-line in $k$ may be replaced by half of the full line:

$$\tfrac12\int_{-\infty}^{\infty}k^2e^{iks}dk=-\tfrac12\frac{d^2}{ds^2}\,2\pi\delta(s)=-\pi\,\delta''(s),\qquad s=rt .$$

Changing the variable from $s$ to $t$ gives $\delta''(s)=\delta''(t)/r^3$: one power of $1/r$ from the delta function and two from the derivatives. Integrating by parts twice,

$$I(\mathbf r)=-\frac{1}{8\pi^2r^3}\left.\frac{d^2}{dt^2}\oint g\,d\varphi\right|_{t=0}.$$

The $1/r^3$ therefore follows from the absence of any power of $k$ in $g$, for strong anisotropy as well as weak.

**Q.** You still need the ring integral of $K$ around an arbitrary axis $\hat{\mathbf r}$. That looks messy.

**A.** Symmetry does it. Averaging $K$ over rotations about $\hat{\mathbf r}$ keeps it a harmonic of degree four and makes it axially symmetric. Such a function is a multiple of the Legendre polynomial $P_4(t)$. At $t=1$ the ring shrinks to the point $\hat{\mathbf r}$, where the average is $K(\hat{\mathbf r})$, and $P_4(1)=1$. So

$$\oint K\,d\varphi=2\pi\,P_4(t)\,K(\hat{\mathbf r}),\qquad P_4(t)=\tfrac18(35t^4-30t^2+3).$$

The second derivative at zero is $P_4''(0)=-60/8=-15/2$. Then

$$I(\mathbf r)=-\frac1{8\pi^2r^3}\cdot2\pi\cdot\left(-\frac{15}2\right)K(\hat{\mathbf r})=\frac{15}{8\pi}\,\frac{K(\hat{\mathbf r})}{r^3}.$$

Multiplying by $P_1P_2d/M^2$ gives the interaction for $r>0$, to first order in $d$:

$$E(\mathbf r)=\frac{15\,P_1P_2\,d}{8\pi M^2}\;\frac1{r^3}\left(\frac{x^4+y^4+z^4}{r^4}-\frac35\right).$$

**Q.** I distrust the step with $\delta''$. Can the factor be found with an honest cutoff?

**A.** Yes. In the expansion of a plane wave in spherical harmonics, the degree-four part carries the spherical Bessel function $j_4(kr)$ and the factor $i^4=1$. The transform of $K(\mathbf n)$ is then $K(\hat{\mathbf r})/(2\pi^2r^3)$ times $\int_0^\infty x^2j_4(x)\,dx$. To agree with the result above, this integral must be $15\pi/4=11.781$. Evaluated with a soft Gaussian cutoff, it is 11.764, lower than $15\pi/4$ by 0.14%.

The deficit has the right size. A factor $e^{-\eta x^2}$, with $x=kr$, acts in space as $1+\eta r^2\nabla^2$ to first order in $\eta$. On $K/r^3$ the Laplacian gives $[(-3)(-2)-4\cdot5]K/r^5=-14K/r^5$, so the relative change is $-14\eta$. The cutoff used has $\eta=10^{-4}$.

**Q.** Which directions attract? "Soft" can mean several things.

**A.** Take first the stiffness against a longitudinal strain along $\mathbf n$:

$$c(\mathbf n)=\mathbf n\cdot\Gamma\mathbf n=C_{44}+(C_{12}+C_{44})+d\,s_4=M+d\,s_4 .$$

Its angular mean is $\bar c=M+3d/5$, so $dK=c-\bar c$ and

$$E(\mathbf r)=\frac{15P_1P_2}{8\pi M^2r^3}\left[c(\hat{\mathbf r})-\bar c\right].$$

To first order in $d$, like centres, $P_1P_2>0$, attract along directions whose longitudinal stiffness is below its mean, and attract most at the minimum. Unlike centres have every sign reversed. The extremes follow from $\tfrac13\le s_4\le1$: the upper bound is reached on a cube axis, the lower one when all $n_i^2$ are equal.

| direction | $K$ | like centres, $d<0$ | like centres, $d>0$ |
|---|---|---|---|
| ⟨100⟩ | $2/5$ | attract | repel |
| ⟨110⟩ | $-1/10$ | repel | attract weakly |
| ⟨111⟩ | $-4/15$ | repel | attract most |

**Q.** An experimenter would pull on a rod and measure Young's modulus. Does that pick the same soft direction?

**A.** It does. Apply a uniaxial stress $\sigma n_in_j$. The shear strains are $\varepsilon_{ij}=\sigma n_in_j/(2C_{44})$ for $i\ne j$. The normal strains obey

$$\sigma n_i^2=(C_{11}-C_{12})\,\varepsilon_{ii}+C_{12}\,\theta,\qquad \theta=\sum_i\varepsilon_{ii}=\frac{\sigma}{C_{11}+2C_{12}},$$

where $\theta$ follows by summing over $i$. The strain along the rod is $\sum_{ij}n_in_j\varepsilon_{ij}=\sigma/Y$. With $\sum_{i\ne j}n_i^2n_j^2=1-s_4$,

$$\frac1Y=\frac{s_4}{C_{11}-C_{12}}-\frac{C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}+\frac{1-s_4}{2C_{44}} .$$

The coefficient of $s_4$ is

$$\frac1{C_{11}-C_{12}}-\frac1{2C_{44}}=-\frac{d}{2C_{44}(C_{11}-C_{12})}.$$

A stable crystal has $C_{44}>0$ and $C_{11}>C_{12}$. For $d<0$, then, $Y$ is smallest where $s_4$ is largest, on ⟨100⟩; for $d>0$ it is smallest on ⟨111⟩. Both measures agree.

**Q.** The angular mean of your $K$ is zero because you subtracted 3/5. Is that more than bookkeeping?

**A.** Yes, because the subtracted constant has no effect at $r>0$. The argument also needs no expansion in $d$. Average $E(\mathbf r)$ over the directions of $\mathbf r$ at fixed $r$. The plane wave becomes $\sin(kr)/(kr)$, which does not depend on $\mathbf n$, so the integral over $\mathbf n$ replaces $g$ by its mean $\bar g$. What remains is the transform of a constant:

$$\langle E\rangle=-P_1P_2\,\bar g\,\delta(\mathbf r)=0\qquad(r>0).$$

This holds to all orders in $d$ within linear elasticity of the infinite stable crystal. A direct evaluation at $d/C_{44}=-0.3$ gave a mean of about $2\times10^{-9}$ of the root-mean-square energy on the sphere.

It does not follow that a uniform cloud of centres around the first one has zero total interaction. If the cloud extends from a small sphere of radius $r_0$ to an outer surface $R(\hat{\mathbf r})$, the radial integral of $r^2/r^3$ leaves $\int K\ln[R(\hat{\mathbf r})/r_0]\,d\Omega$. This vanishes for a spherical outer surface, but a cubic one can leave a remainder.

**Q.** Give me numbers, and compare them with something that does not use your expansion.

**A.** Take a model crystal with round parameters in Hartree atomic units: $C_{11}=0.0068$, $C_{12}=0.0030$ and $C_{44}=0.0020$ hartree/bohr³. Then

$$d=0.0068-0.0030-0.0040=-0.0002,\qquad M=0.0030+0.0040=0.0070$$

in the same unit, and $d/C_{44}=-0.10$. Two like centres with $P=0.20$ hartree sit 20 bohr apart. The amplitude is

$$\frac{15P^2d}{8\pi M^2}=0.5968\times\frac{0.04\times(-0.0002)}{(0.0070)^2}=-0.0974\ \text{hartree bohr}^3 .$$

Dividing by $20^3=8000$ bohr³ gives $-1.218\times10^{-5}$ hartree, to be multiplied by $K$. Along [100] this is

$$E=-1.218\times10^{-5}\times0.4=-4.87\times10^{-6}\ \text{hartree}=-0.133\ \text{meV}.$$

For comparison, each centre was built from its three pairs of point forces. Their energies were summed with the Green tensor of the fully anisotropic medium and extrapolated to zero pair length. In units of $10^{-6}$ hartree:

| direction | first order | full anisotropy | ratio |
|---|---|---|---|
| [100] | −4.87 | −4.93 | 1.012 |
| [110] | 1.22 | 1.34 | 1.097 |
| [111] | 3.25 | 3.46 | 1.066 |

Here [100] is soft by both measures: its Young's modulus is 0.00496 hartree/bohr³, against 0.00519 along [111], and its longitudinal stiffness is 0.00680 against 0.00693.

**Q.** An error of almost 10% along [110], although $d/M$ is only 3%. Is the formula at fault?

**A.** It is the second-order term, governed by $d/C_{44}$. When $d$ is halved and halved again, the excess along [110], relative to the first-order energy, goes from 9.7% to 4.7% to 2.3%. It is nearly proportional to $d$, as expected for small $d$ when a second-order correction is divided by a first-order energy. Over many directions together, halving a smaller $d$ reduced the absolute error by a factor of 4.02. The part of the energy linear in $d$ agreed with the formula to about $5\times10^{-6}$ of the largest energy.

Of the three directions, [110] has the largest relative error. Its absolute difference, $0.12\times10^{-6}$ hartree, lies between the $0.06\times10^{-6}$ along [100] and the $0.22\times10^{-6}$ along [111], but it is divided by the smallest first-order energy of the three. Near directions with $K=0$ the relative error has no bound, and first order cannot be trusted even for the sign.

Most real cubic crystals are far more anisotropic than this model. With approximate moduli $C_{11},C_{12},C_{44}$ of 108, 61, 28.5 GPa (aluminium, $d/C_{44}\approx-0.35$), the ratios of full to first-order energy along [100], [110], [111] are about 1.0, 1.4 and 1.2. With 168, 121, 75 GPa (copper, $d/C_{44}\approx-1.4$) they are about 1.1, 6 and 3. In these two cases the signs along the three directions survive, but the first-order magnitudes away from [100] do not, and the full $g(\mathbf n)$ must be used.

**Q.** "Full anisotropy" is still a continuum with point sources. When would a real pair of defects disobey both columns?

**A.** The interaction carries the small factor $d$, so effects without that factor can compete with it. Three can be estimated, up to numerical factors.

First, finite defect size. A pair of length $a$ has the force $-iPk_i(1-a^2k_i^2/24+\dots)$. Even for $d=0$, two such centres give

$$E(\mathbf k)=-\frac{P_1P_2}{M}\left(1-\frac{a^2}{12}\frac{\sum_ik_i^4}{k^2}+\dots\right).$$

The second term has two more powers of $k$ and becomes an interaction of order $P_1P_2a^2/(Mr^5)$. Its direction-dependent part is $\frac{a^2}{12}k^2K(\mathbf n)$ times $P_1P_2/M$. Since $k^2\to-\nabla^2$ and $\nabla^2(K/r^3)=-14K/r^5$, it gives $35P_1P_2a^2K/(16\pi Mr^5)$, which is $\tfrac76\,a^2M/(d\,r^2)$ times the first-order energy and of opposite sign when $d<0$. It is negligible when $r^2\gg a^2M/|d|$, which is stricter than $r\gg a$. The worked example does not meet this condition for a defect of atomic size: with $M/|d|=35$ and $r=20$ bohr, a pair length of only 3 bohr makes the two terms about equal in size and opposite in sign. The numbers of the example therefore describe point centres, not a real pair at that distance.

Second, changed moduli. If a defect alters the shear stiffness by $\Delta C$ in a volume $v$, the strain of its partner, which for $d=0$ is pure shear and of order $P/(Mr^3)$, costs or gains an energy of order $\Delta C\,v\,P^2/(M^2r^6)$. For equal strengths this requires $r^3\gg|\Delta C|\,v/|d|$. The estimate is meant for $|\Delta C|$ up to about $C_{44}$. In a much stiffer defect the strain inside is reduced, and $C_{44}$ takes the place of $|\Delta C|$.

Third, surfaces. Suppose that $C_{44}$, $M$ and the bulk modulus are of comparable size. In a body of size $L$ with free surfaces, the stress of order $P_1/L^3$ at the surface must be cancelled. When both centres lie well inside the body, the correcting field has a volume strain of order $P_1/(ML^3)$ at the second centre, and its energy with the second centre is of order $P_1P_2/(ML^3)$. The infinite-crystal result needs $r^3\ll L^3|d|/M$. With $|d|/M=0.029$ as in the example, $(|d|/M)^{1/3}\approx0.3$, so the two energies become comparable at a separation well below $L$. This fixes only the order of magnitude: the actual crossover depends on the shape of the body, on the direction of $\mathbf r$, and on whether $L$ means a radius or a full width. In a periodic supercell the images of the centres also contribute, and their $1/r^3$ fields need a stated boundary condition for the average strain before they can be summed.

Separations comparable with the lattice spacing lie outside the continuum description altogether. The main computed values can be read in the numerical output that follows.

## Values computed for the example and the checks

```
C11, C12, C44 = 0.0068, 0.0030, 0.0020 hartree/bohr^3
d = -0.0002 hartree/bohr^3, M = 0.0070 hartree/bohr^3
d/C44 = -0.100, d/M = -0.0286 (no unit)
Zener ratio 2 C44/(C11-C12) = 1.0526 (no unit)
P = 0.20 hartree for each centre, r = 20.0 bohr
second derivative of P4 at 0 = -7.50 (no unit)
15/(8 pi) = 0.59683 (no unit)
radial integral, soft cutoff = 11.7645; 15 pi/4 = 11.7810 (no unit)
amplitude 15 P^2 d/(8 pi M^2) = -0.09744 hartree bohr^3
[100]: K = 0.40000 (no unit)
  Young modulus = 0.004963 hartree/bohr^3
  longitudinal stiffness = 0.006800 hartree/bohr^3
  E first order = -4.8721e-06 hartree = -0.1326 meV
  E full anisotropy = -4.9304e-06 hartree = -0.1342 meV
[110]: K = -0.10000 (no unit)
  Young modulus = 0.005131 hartree/bohr^3
  longitudinal stiffness = 0.006900 hartree/bohr^3
  E first order = 1.2180e-06 hartree = 0.0331 meV
  E full anisotropy = 1.3363e-06 hartree = 0.0364 meV
[111]: K = -0.26667 (no unit)
  Young modulus = 0.005189 hartree/bohr^3
  longitudinal stiffness = 0.006933 hartree/bohr^3
  E first order = 3.2481e-06 hartree = 0.0884 meV
  E full anisotropy = 3.4640e-06 hartree = 0.0943 meV
ratio E(full)/E(first order), no unit, for [100], [110], [111]:
  d/C44 = -0.100: 1.0120, 1.0971, 1.0665
  d/C44 = -0.050: 1.0060, 1.0469, 1.0325
  d/C44 = -0.025: 1.0030, 1.0231, 1.0161
isotropic medium: largest |E| M r^3/P^2 = 1.9e-10 (no unit)
linear part against formula: largest error/largest |E| = 4.7e-06 (no unit)
error ratio when d is halved = 4.017 (no unit)
|angular mean|/rms at d/C44 = -0.3: 1.7e-09 (no unit)
```
